# Two-terminal resistance of a square Hall plate by duality and conformal mapping, part 2

A homogeneous, isotropic square plate, $0<x<L$, $0<y<L$, lies in a perpendicular magnetic field. The sides $x=0,L$ are perfect contacts ($E_y=0$), and the sides $y=0,L$ are insulating ($J_y=0$). The left contact is at voltage $V$ and the right one at zero. The current from left to right is $I$, and $R=V/I$.

$\mathbf E$ is the in-plane field, free of curl, and $\mathbf J$ the steady current per unit width. They obey $\mathbf E=\rho\,\mathbf J$, with sheet resistivities in ohms:

$$\rho_{xx}=\rho_{yy}=s\cos\theta,\qquad \rho_{xy}=-\rho_{yx}=s\sin\theta,\qquad |\theta|<\pi/2.$$

Here $\theta$ is the Hall angle. Also $\rho\rho^T=s^2\mathbf 1$ and $\sigma=\rho^{-1}=\rho^T/s^2$. For a given voltage there is at most one field with finite dissipation; this is called uniqueness below.

Field-current duality has already given

$$R=s,\qquad s=\sqrt{\rho_{xx}^2+\rho_{xy}^2}. \tag{1}$$

That proof used the quarter turn $\mathcal R(v_x,v_y)=(-v_y,\,v_x)$ and the dual fields

$$\mathbf E'=s\,\mathcal R\mathbf J,\qquad \mathbf J'=\frac1s\,\mathcal R\mathbf E, \tag{4}$$

$$\mathbf J'=\frac1s\mathcal R\rho\mathbf J=\frac1s\rho\,\mathcal R\mathbf J=\frac{\rho}{s^2}\mathbf E'=\sigma^{T}\mathbf E'. \tag{5}$$

Reflection in the diagonal $x=y$ returned these to the original plate, and uniqueness gave (1). It also gave the local identity tested in the numerical output,

$$E_x(x,y)=s\,J_x(y,x),\qquad E_y(x,y)=-s\,J_y(y,x), \tag{7}$$

by which the field on the diagonal tilts by $\theta/2$. For a rectangle of length $L$ between the contacts and width $W$,

$$R(L/W)\,R(W/L)=s^2. \tag{8}$$

For the square with a weak Hall effect,

$$R\simeq\rho_{xx}\left(1+\frac{\rho_{xy}^2}{2\rho_{xx}^2}\right). \tag{9}$$

The output also lists an anisotropic square, $\rho_{yy}\neq\rho_{xx}$, to which (1) does not apply.

What follows derives $R=s$ again, from a conformal map and without the duality relations.

### A holomorphic field

Written out, $\mathbf J=\sigma\mathbf E$ is

$$J_x=\frac{\rho_{xx}E_x-\rho_{xy}E_y}{s^2},\qquad J_y=\frac{\rho_{xy}E_x+\rho_{xx}E_y}{s^2}.$$

In a homogeneous plate the coefficients are constants, so the divergence is

$$\nabla\cdot\mathbf J=\frac{\rho_{xx}}{s^2}\,(\partial_xE_x+\partial_yE_y)+\frac{\rho_{xy}}{s^2}\,(\partial_yE_x-\partial_xE_y).$$

The last bracket vanishes because $\mathbf E$ is free of curl. Steady current therefore requires $\partial_xE_x+\partial_yE_y=0$. The Hall effect has dropped out of the equations in the interior and acts through the edges alone.

Let $z=x+iy$ and

$$f(z)=E_x-iE_y .$$

With real part $u=E_x$ and imaginary part $v=-E_y$, the two field equations become $\partial_xu=\partial_yv$ and $\partial_yu=-\partial_xv$. These are the Cauchy-Riemann equations, so $f$ is holomorphic inside the plate.

On a contact $E_y=0$, and $f$ is real. On a free edge $J_y=0$, so $E_x=\rho_{xx}J_x$ and $E_y=-\rho_{xy}J_x$. Hence

$$f=(\rho_{xx}+i\rho_{xy})J_x=s\,e^{i\theta}J_x. \tag{10}$$

The phase of $f$ is thus known on every edge, up to a sign.

### The image of the plate

Consider the integral

$$F(z)=\int_0^zf(z')\,dz' .$$

Along a free edge $dz=dx$, and (10) gives $dF=s\,e^{i\theta}J_x\,dx$. If $J_x>0$ there, the image of the edge is a straight segment in the direction $e^{i\theta}$. Along a contact $dz=i\,dy$ and $dF=iE_x\,dy$. If $E_x>0$ there, the image is a vertical segment. The plate is then mapped to a parallelogram whose angle at $F(0)=0$ is $\pi/2-\theta$.

The side lengths of this parallelogram contain the resistance. Let $\ell_f$ be the length of the image of a free edge. Since $V=\int E_x\,dx=\rho_{xx}\int J_x\,dx$ along that edge,

$$\ell_f=s\int_0^LJ_x\,dx=\frac{s}{\rho_{xx}}V .$$

Let $\ell_c$ be the length of the image of a contact. There $J_x=\rho_{xx}E_x/s^2$, so

$$I=\int_0^LJ_x\,dy=\frac{\rho_{xx}}{s^2}\int_0^LE_x\,dy=\frac{\rho_{xx}}{s^2}\,\ell_c .$$

Dividing the two relations gives

$$R=\frac VI=\frac{\rho_{xx}\ell_f/s}{\rho_{xx}\ell_c/s^2}=s\,\frac{\ell_f}{\ell_c}. \tag{11}$$

The result $R=s$ is therefore the statement that the image of a square is a rhombus.

### Construction of the rhombus map

The signs of $J_x$ and $E_x$ were assumed above. The assumption is removed by constructing a map with the required properties and then applying uniqueness.

Cut the square along its diagonal from $0$ to $L+iL$, and keep the triangle with vertices $0$, $L$, $L+iL$. In the plane of $F$, take the rhombus with vertices

$$0,\quad a\,e^{i\theta},\quad a\,e^{i\theta}+ia,\quad ia,$$

where $a>0$ is a voltage. Cut it along the diagonal from $0$ to $a\,e^{i\theta}+ia$, and keep the triangle that contains $a\,e^{i\theta}$. For $|\theta|<\pi/2$ both triangles are traversed counterclockwise in the order given. By the Riemann mapping theorem and its extension to the boundary, there is a conformal map $F$ of the first triangle onto the second. It can be chosen to carry the three vertices to the three vertices in order.

This map takes the diagonal of the square to the diagonal of the rhombus. By the Schwarz reflection principle it continues across the diagonal, with mirror points going to mirror points. The mirror image of $L$ is $iL$. The mirror image of $a\,e^{i\theta}$ is $ia$, because the two sides of the rhombus that meet at $0$ have equal length. The continued map therefore takes the whole square onto the whole rhombus, corner to corner.

Now set $f=dF/dz$ and read off $E_x=\mathrm{Re}f$ and $E_y=-\mathrm{Im}f$. The conditions hold on all four edges:

- On the lower and upper edges, $F$ moves in the direction $e^{i\theta}$ as $x$ increases. So $f=|f|e^{i\theta}$, which is (10) with $J_x>0$.
- On the left and right edges, $F$ moves in the direction $i$ as $y$ increases. So $if=i|f|$, and $f$ is real and positive.

The total dissipation is finite. Since $\rho\rho^T=s^2\mathbf 1$, $|\mathbf J|=|\mathbf E|/s$. The factor $|f|^2$ is the ratio of areas under the map, so

$$\int\mathbf E\cdot\mathbf J\,dx\,dy=\frac{\rho_{xx}}{s^2}\int|f|^2dx\,dy=\frac{\rho_{xx}}{s^2}\,a^2\cos\theta ,$$

where $a^2\cos\theta$ is the area of the rhombus. The constructed field is thus admissible, and by uniqueness it is the field in the plate at its voltage. All sides of the rhombus have length $a$, so (11) gives $R=s$.

The energy balance confirms the factors. From the side lengths, $V=a\cos\theta$ and $I=a\cos\theta/s$, so $VI=a^2\cos^2\theta/s$. The dissipation above has the same value, since $\rho_{xx}=s\cos\theta$.

The rhombus can itself be pictured as a plate. In it the field is uniform and horizontal, and the current is uniform and runs parallel to the slanted free edges. The conformal map carries this simple flow to the square without changing the voltage or the current.

### The corners

Near $z=0$ the map turns an angle $\pi/2$ into $\pi/2-\theta$. A power of $z$ does this if $F\propto z^{1-2\theta/\pi}$, so

$$f\propto z^{-2\theta/\pi}.$$

At $(L,L)$ the angle is the same. At $(L,0)$ and $(0,L)$ the rhombus has the angle $\pi/2+\theta$, and the exponent is $+2\theta/\pi$. For $\theta>0$ the field and the current density therefore diverge at $(0,0)$ and $(L,L)$ and vanish at the other two corners. Reversing the magnetic field exchanges the two pairs.

At the two corners where the field diverges, the dissipation density varies as $r^{-4|\theta|/\pi}$, which is integrable over an area for $|\theta|<\pi/2$. For $\theta=45^\circ$ the finite-element field on the contact follows powers $-0.498$ and $0.500$ near its two ends. The predicted powers are $-0.5$ and $+0.5$.

### Rectangles by quadrature

For other rectangles (11) still holds, and the side ratio follows from the Schwarz-Christoffel formula. Map the upper half-plane of $t$ to the parallelogram, with the corners at $t=-q,-1,1,q$ and $q>1$. Let $(-1,1)$ be the left contact and $(1,q)$ the lower free edge. A corner of interior angle $\alpha$ contributes a factor with exponent $\alpha/\pi-1$. With $\delta=\theta/\pi$,

$$\left|\frac{dF}{dt}\right|\propto\frac{|1+t|^{-1/2+\delta}\,|q-t|^{-1/2+\delta}}{|1-t|^{1/2+\delta}\,|q+t|^{1/2+\delta}}. \tag{12}$$

The integrals of (12) over $(-1,1)$ and $(1,q)$ are proportional to $\ell_c$ and $\ell_f$. Setting $\delta=0$ gives the plate itself, so the ratio of the same two integrals at $\delta=0$ is $W$ to $L$. This fixes $q$. With $k=1/q$ and $k'^2=1-k^2$, the ratio is $L/W=K(k')/2K(k)$, where $K$ is the complete elliptic integral of the first kind.

The square has $q=(\sqrt2+1)^2$. For this $q$ and $\rho_{xy}/\rho_{xx}=0.25$, $1$, $2$ and $10$, numerical integration gives $R/s=1$ to rounding error. For $q=\sqrt2$ we have $k=k'$, hence $L/W=1/2$. With $\rho_{xx}=\rho_{xy}=1\ \Omega$ the integrals then give $R=0.8196\ \Omega$, and the finite elements give $0.8197\ \Omega$.

### What each derivation assumes

Both derivations need linear local transport, in-plane isotropy, $\rho_{xx}>0$, perfect contacts and a plate without holes. They differ in what they ask of the material and of the shape.

The conformal derivation needs constant $\rho_{xx}$ and $\rho_{xy}$, because otherwise derivatives of $\sigma$ enter $\nabla\cdot\mathbf J$ and $f$ is not holomorphic. Duality asks for less. In (4) and (5) only $s$ has to be constant. Suppose that $\rho_{xx}$ and $\rho_{xy}$ vary from place to place, with $\rho_{xx}$ bounded above zero, but that $s$ is uniform and $\rho(x,y)=\rho(y,x)$. Every step of the proof of (1) then goes through, and $R=s$ still holds.

Both derivations use the mirror symmetry of the square about its diagonal, which exchanges contacts and free edges. The conformal derivation then carries the result over to plates without this symmetry. Any homogeneous plate that can be mapped conformally to the square, with the ends of its contacts going to the corners, has $R=s$, however irregular its outline. The map also supplies the corner exponents and the resistance of every rectangle, whereas for rectangles other than the square duality supplies only the product (8) of two resistances.

### A copper film

The example uses rough typical values for an annealed copper film at 4 K: thickness $t_f=1\ \mu$m, side $100\ \mu$m, in-field resistivity $0.20\ \mu\Omega\,$cm, Hall coefficient $R_H=-5\times10^{-11}$ m$^3$/C and $B=10$ T. With $\mathbf B$ along $+z$ and $\mathbf j$ the current per area, the Hall field is $-R_H\,\mathbf j\times\mathbf B$. Its $x$ component is $-R_HBj_y$, so $\rho_{xy}=-R_HB/t_f$. The sheet values are

$$\rho_{xx}=\frac{2\times10^{-9}\ \Omega\,\text m}{10^{-6}\ \text m}=2.0\ \text m\Omega,\qquad \rho_{xy}=\frac{5\times10^{-10}\ \Omega\,\text m}{10^{-6}\ \text m}=0.50\ \text m\Omega .$$

The Hall angle is $14.0^\circ$, and

$$R=\sqrt{2.0^2+0.50^2}\ \text m\Omega=2.06\ \text m\Omega .$$

A current of 10 mA needs 20.6 $\mu$V. The geometric excess over $\rho_{xx}$ is 3.1%, which is also what (9) gives to this accuracy.

Some effects left out of the model are of similar size for this film. Of those estimated here, the assumed contact pads contribute most. The pad figures take the pads to have the resistivity and Hall coefficient of the film; purer pads would contribute less. If such pads, 20 $\mu$m thick and 50 $\mu$m long, replace the perfect contacts, with the film unchanged and the outer pad edges held at fixed potentials, a sheet calculation raises $R$ by 4.7%. It leaves out the spreading of the current through the thickness of the pads. If the pads are flush with the bottom of the film, an estimate with local transport and no Hall term adds about 3% more. Two interfaces of $10^{-15}\ \Omega\,$m$^2$, a rough value for clean metals, add 1.0%. A plate 1% too long adds 1.0%, and the ballistic (Sharvin) resistance is 0.4% of $R$. The free-electron mean free path, estimated from the in-field resistivity, is $0.33\ \mu$m, and the cyclotron radius is $0.9\ \mu$m. These are rough scales only: their ratio, 0.37, is the free-electron value of $\rho_{xy}/\rho_{xx}$, against 0.25 for the Hall coefficient used above. Both lengths are small beside the side of the plate but not beside its thickness, so $\rho$ must be the tensor of the film and not of bulk copper. At room temperature the effect nearly disappears. For the same film, with a rough $1.9\ \mu\Omega\,$cm at 300 K, the geometric excess falls to 0.035%.

The change of $R$ with field is a different quantity from the geometric excess. If the intrinsic magnetoresistance is roughly 20%, then $R(B)/R(0)=1.20\times1.031=1.24$, and most of the change comes from $\rho_{xx}$. The square alone therefore cannot separate the two effects. That takes an independent measurement in the field, either of $\rho_{xx}$ or of $\rho_{xy}$, from which (1) gives $\rho_{xx}$. The remaining figures are in the numerical output.

## Numbers as computed

```
TESTS (rho_xx = 1 ohm)
rho_xy=0.25 ohm: R coarse 1.03080, fine 1.03078, s 1.03078 ohm
rho_xy=1.00 ohm: R coarse 1.41442, fine 1.41427, s 1.41421 ohm
rho_xy=2.00 ohm: R coarse 2.23632, fine 2.23613, s 2.23607 ohm
conformal square, rho_xy up to 10 ohm: max |R/s-1| = 2.2e-16
rho_xy=1 ohm, L/W=2: R = 2.4401 ohm
rho_xy=1 ohm, L/W=1/2: R = 0.8197 ohm (conformal 0.8196)
product of the two = 2.0001 ohm^2 (s^2 = 2)
local identity, max mismatch / (V/L) = 5.7e-04
field tilt at centre = 22.494 deg for Hall angle 45 deg
corner exponents = -0.498 at (0,0), 0.500 at (0,L); theory -0.5, +0.5
anisotropic square, rho_yy=4, rho_xy=1 ohm: R = 1.1754 ohm
EXAMPLE: copper film, 4 K, rough typical values
thickness = 1.0 um, side = 100 um
in-field resistivity = 0.20 uohm cm
Hall coefficient = -5.0e-11 m^3/C, B = 10 T
rho_xx = 2.0000 mohm, rho_xy = 0.5000 mohm
Hall angle = 14.04 deg
two-terminal R = 2.0616 mohm (finite elements 2.0616)
current = 10 mA, voltage = 20.616 uV
geometric excess R/rho_xx-1 = 3.078 %, weak-field estimate 3.125 %
corner exponent 2 theta/pi = 0.1560
NEGLECTED EFFECTS (relative to R unless stated)
copper pads 20 um thick, 50 um long: +4.71 %
two interfaces of 1e-15 ohm m^2: +0.97 %
length 1 % too large: +0.98 %
free-electron mean free path = 0.329 um, cyclotron radius = 0.895 um
exp(-thickness/mean free path) = 0.048
ballistic (Sharvin) term: +0.43 %
self-field of the current / B = 6.3e-06
rough intrinsic magnetoresistance = 20 %, then R(B)/R(0)-1 = 23.7 %
at 300 K with 1.9 uohm cm: geometric excess = 0.0346 %
```
